# Why the Quarter Point Suppresses Image Dispersion of an s-like Defect Level: verification in Python

```python
# Result under test: for an s-like defect level repeated on a simple-cubic
# lattice of edge L, E(k) = t0 + sum_R t_R cos(k.R). The reduced wavevector
# (1/4,1/4,1/4) cancels the image shells at L, sqrt(2)L and sqrt(3)L, while
# Gamma adds all of them with the same phase.
# Symbols: t_R hopping to image R; kappa decay constant of the isolated state;
# A tail amplitude in u(r) = A exp(-kappa r); c = hbar^2/(2 m) in eV nm^2.
# Energies are in eV from the host conduction edge, lengths in nm.
import itertools
from functools import lru_cache
import numpy as np
from scipy import constants as sc
from scipy.fft import fftn, ifftn
from scipy.optimize import brentq
from scipy.sparse.linalg import LinearOperator, eigsh
from scipy.special import erfc

lattice = 0.421        # rough lattice constant of MgO, nm
mass = 0.4             # rough conduction-band mass, units of m0
gap = 7.8              # rough band gap, eV
binding = 3.0          # chosen depth of the level, eV
width = 0.15           # chosen Gaussian width of the well, nm
eps_electronic, eps_static = 3.0, 9.8   # rough dielectric constants
expansion, heating = 1.3e-5, 1000.0     # rough 1/K, and K above room temperature
c_free = sc.hbar**2 / (2 * sc.m_e) / sc.e * 1e18
c_host = c_free / mass

GAMMA, QUARTER, CORNER = (0, 0, 0), (0.25,) * 3, (0.5,) * 3


def isolated_state(depth, c):
    """Radial s state of one well, from a sinc grid on the half line."""
    dr, n = 0.04, 100
    i = np.arange(1, n + 1)
    r = dr * i
    diff = i[:, None] - i[None, :]
    total = i[:, None] + i[None, :]
    safe = np.where(diff == 0, 1, diff)
    kin = (-1.0) ** np.abs(diff) * (2 / safe**2 - 2 / total**2)
    kin[np.diag_indices(n)] = np.pi**2 / 3 - 1 / (2 * i**2)
    ham = c / dr**2 * kin - np.diag(depth * np.exp(-r**2 / (2 * width**2)))
    energy, vec = np.linalg.eigh(ham)
    return energy[0], r, np.abs(vec[:, 0]) / np.sqrt(dr)


def fit_depth(c):
    scale = c / width**2
    return brentq(lambda d: isolated_state(d, c)[0] + binding,
                  1.5 * scale, 8 * scale, xtol=1e-12)


@lru_cache(maxsize=None)
def periodic_well(L, depth, n, stretch):
    """Sum of wells; stretch > 1 elongates each well along [111]."""
    x = np.arange(n) * L / n
    X, Y, Z = np.meshgrid(x, x, x, indexing="ij")
    pot = np.zeros((n, n, n))
    for a, b, d in itertools.product(range(-1, 3), repeat=3):
        dx, dy, dz = X - a * L, Y - b * L, Z - d * L
        along2 = (dx + dy + dz) ** 2 / 3
        across2 = dx**2 + dy**2 + dz**2 - along2
        pot -= depth * np.exp(-(across2 * stretch + along2 / stretch**2)
                              / (2 * width**2))
    return pot


def supercell_level(kred, L, depth, c, per_cell=6, stretch=1.0):
    """Lowest eigenvalue of the periodic problem at reduced wavevector kred."""
    n = int(round(per_cell * L / lattice))
    pot = periodic_well(L, depth, n, stretch)
    g = np.fft.fftfreq(n, 1 / n)
    q = [2 * np.pi / L * (g + f) for f in kred]
    q2 = (q[0][:, None, None]**2 + q[1][None, :, None]**2
          + q[2][None, None, :]**2)

    def apply(v):
        v = np.asarray(v).reshape(n, n, n)
        # the wells are even, so plane-wave coefficients can be kept real
        return (c * q2 * v + fftn(pot * ifftn(v)).real).ravel()

    op = LinearOperator((n**3, n**3), matvec=apply, dtype=float)
    start = np.exp(-q2 * width**2 / 2).ravel()
    return eigsh(op, k=1, which="SA", v0=start, ncv=30, tol=1e-8,
                 return_eigenvectors=False)[0]


def shell_phase_sum(kred, norm2):
    return sum(np.cos(2 * np.pi * np.dot(kred, R))
               for R in itertools.product(range(-2, 3), repeat=3)
               if np.dot(R, R) == norm2)


def madelung(eta):
    """Cubic lattice of unit charges in a neutral background, edge 1."""
    value = np.pi / eta**2 + 2 * eta / np.sqrt(np.pi)
    for R in itertools.product(range(-5, 6), repeat=3):
        d2 = np.dot(R, R)
        if d2:
            d = np.sqrt(d2)
            value -= erfc(eta * d) / d
            value -= np.exp(-np.pi**2 * d2 / eta**2) / (np.pi * d2)
    return value


# Isolated level and its tail
depth = fit_depth(c_host)
e_iso, r, u = isolated_state(depth, c_host)
kappa = np.sqrt(-e_iso / c_host)
tail = u * np.exp(kappa * r)
amp = tail[24]
assert abs(tail[21] / amp - 1) < 1e-2

print(f"lattice constant (rough) {lattice:.3f} nm; mass {mass:.2f} m0")
print(f"host gap (rough) {gap:.1f} eV; well width {width:.2f} nm")
print(f"well depth fitted {depth:.3f} eV; isolated level {e_iso:.4f} eV")
print(f"decay constant kappa {kappa:.3f} 1/nm; A^2 {amp**2:.2f} 1/nm")

# Phase sums of the image shells
for norm2, name in ((1, "100"), (2, "110"), (3, "111"), (4, "200")):
    at_g = shell_phase_sum(GAMMA, norm2)
    at_q = shell_phase_sum(QUARTER, norm2)
    if norm2 < 4:
        assert abs(at_q) < 1e-12
    print(f"shell {name}: phase sum Gamma {at_g:.0f}, "
          f"quarter {round(at_q) + 0:d}")

# Level shifts against the isolated level in three supercells
shifts = {}
for mult in (2, 3, 4):
    L = mult * lattice
    row = [supercell_level(k, L, depth, c_host) - e_iso
           for k in (GAMMA, QUARTER, CORNER)]
    shifts[mult] = row
    model = -c_host * amp**2 * sum(
        np.exp(-kappa * L * np.linalg.norm(R)) / (L * np.linalg.norm(R))
        for R in itertools.product(range(-3, 4), repeat=3) if any(R))
    print(f"{8 * mult**3} atoms, L {L:.3f} nm, kappa L {kappa * L:.2f}:")
    print(f"  shift Gamma {1e3 * row[0]:.4f} meV, corner {1e3 * row[2]:.4f} meV")
    print(f"  shift quarter {1e3 * row[1]:.5f} meV")
    print(f"  tail formula for Gamma {1e3 * model:.4f} meV")
    assert row[0] < 0 < row[2]
    assert abs(row[1]) < 0.2 * abs(row[0])
assert abs(model / shifts[4][0] - 1) < 0.03   # largest cell: asymptotic regime
fall_gamma = np.log(abs(shifts[2][0] / shifts[3][0]))
fall_quarter = np.log(abs(shifts[2][1] / shifts[3][1]))
assert fall_quarter > 1.4 * fall_gamma
print(f"log fall 64 to 216 atoms: Gamma {fall_gamma:.2f}, "
      f"quarter {fall_quarter:.2f}")

# Convergence with the plane-wave grid
L = 3 * lattice
conv = [supercell_level(k, L, depth, c_host, per_cell=8) - e_iso - s
        for k, s in zip((GAMMA, QUARTER), shifts[3][:2])]
assert max(map(abs, conv)) < 1e-6
print(f"finer grid moves 216-atom levels by: Gamma {1e6 * conv[0]:.4f} ueV, "
      f"quarter {1e6 * conv[1]:.4f} ueV")

# Hoppings of the 216-atom cell from a mesh without the quarter point
N = 6
irreducible = {key: supercell_level(tuple(j / N for j in key), L, depth, c_host)
               for key in itertools.combinations_with_replacement(range(4), 3)}
mesh = list(itertools.product(range(N), repeat=3))
levels = np.array([irreducible[tuple(sorted(min(j, N - j) for j in p))]
                   for p in mesh])
kmesh = np.array(mesh) / N


def hopping(R):
    return np.mean(levels * np.cos(2 * np.pi * kmesh @ np.array(R)))


t0 = hopping((0, 0, 0))
predicted = sum(hopping(R) * np.cos(2 * np.pi * np.dot(QUARTER, R))
                for R in itertools.product(range(-2, 3), repeat=3))
direct = e_iso + shifts[3][1]
assert abs(predicted - direct) < 1e-6
assert np.argmax(np.abs(levels - t0)) == 0    # mesh entry 0 is Gamma
print("216-atom cell, hoppings from 6x6x6 mesh:")
for R in ((1, 0, 0), (1, 1, 0), (1, 1, 1), (2, 0, 0)):
    print(f"  t{R} {1e3 * hopping(R):.5f} meV")
print(f"  nearest-image part at Gamma {6e3 * hopping((1, 0, 0)):.4f} meV")
print(f"  band mean minus isolated level {1e3 * (t0 - e_iso):.5f} meV")
print(f"  quarter minus band mean: direct {1e3 * (direct - t0):.5f} meV, "
      f"from hoppings {1e3 * (predicted - t0):.5f} meV")

# Loss of cubic symmetry splits the quarter points
L_small = 2 * lattice
other = (0.25, 0.25, -0.25)
cubic_split = (supercell_level(QUARTER, L_small, depth, c_host)
               - supercell_level(other, L_small, depth, c_host))
stretch = 1.2
split = (supercell_level(QUARTER, L_small, depth, c_host, stretch=stretch)
         - supercell_level(other, L_small, depth, c_host, stretch=stretch))
assert abs(cubic_split) < 1e-7 and abs(split) > 1e-4
print(f"64 atoms, well stretched {stretch:.1f} times along [111]:")
print(f"  split of quarter points {1e3 * split:.3f} meV")

# Sizes of neglected effects for the 216-atom cell
light = mass * (1 - binding / gap)
c_light = c_free / light
depth_light = fit_depth(c_light)
iso_light = isolated_state(depth_light, c_light)[0]
light_g, light_q = [supercell_level(k, L, depth_light, c_light) - iso_light
                    for k in (GAMMA, QUARTER)]
assert abs(light_q) < 0.2 * abs(light_g)
print(f"non-parabolic band, tail mass {light:.3f} m0:")
print(f"  shift Gamma {1e3 * light_g:.3f} meV, quarter {1e3 * light_q:.4f} meV")
hot = supercell_level(GAMMA, L * (1 + expansion * heating), depth, c_host) - e_iso
print(f"cell expanded by {100 * expansion * heating:.1f} % "
      f"({heating:.0f} K hotter): Gamma {1e3 * hot:.4f} meV")
alpha = madelung(2.0)
assert abs(alpha - madelung(2.5)) < 1e-8
coulomb = sc.e / (4 * np.pi * sc.epsilon_0) * 1e9
print(f"cubic Madelung constant {alpha:.4f}; image energy for charge +1:")
print(f"  electronic screening ({eps_electronic:.1f}) "
      f"{alpha * coulomb / (2 * eps_electronic * L):.3f} eV")
print(f"  static screening ({eps_static:.1f}) "
      f"{alpha * coulomb / (2 * eps_static * L):.3f} eV")
edge = c_host * 3 * (np.pi / (2 * L)) ** 2
print(f"empty-host edge at quarter point lies {edge:.3f} eV above true edge")
print("success")
```

Output:

```
lattice constant (rough) 0.421 nm; mass 0.40 m0
host gap (rough) 7.8 eV; well width 0.15 nm
well depth fitted 16.225 eV; isolated level -3.0000 eV
decay constant kappa 5.612 1/nm; A^2 60.96 1/nm
shell 100: phase sum Gamma 6, quarter 0
shell 110: phase sum Gamma 12, quarter 0
shell 111: phase sum Gamma 8, quarter 0
shell 200: phase sum Gamma 6, quarter -6
64 atoms, L 0.842 nm, kappa L 4.73:
  shift Gamma -388.1439 meV, corner 334.2724 meV
  shift quarter -17.80196 meV
  tail formula for Gamma -453.3369 meV
216 atoms, L 1.263 nm, kappa L 7.09:
  shift Gamma -24.4004 meV, corner 21.7350 meV
  shift quarter -0.05343 meV
  tail formula for Gamma -24.8766 meV
512 atoms, L 1.684 nm, kappa L 9.45:
  shift Gamma -1.6705 meV, corner 1.5847 meV
  shift quarter -0.00024 meV
  tail formula for Gamma -1.6738 meV
log fall 64 to 216 atoms: Gamma 2.77, quarter 5.81
finer grid moves 216-atom levels by: Gamma 0.0168 ueV, quarter 0.0176 ueV
216-atom cell, hoppings from 6x6x6 mesh:
  t(1, 0, 0) -3.83571 meV
  t(1, 1, 0) -0.12001 meV
  t(1, 1, 1) -0.00925 meV
  t(2, 0, 0) 0.01323 meV
  nearest-image part at Gamma -23.0142 meV
  band mean minus isolated level 0.02579 meV
  quarter minus band mean: direct -0.07922 meV, from hoppings -0.07922 meV
64 atoms, well stretched 1.2 times along [111]:
  split of quarter points 4.807 meV
non-parabolic band, tail mass 0.246 m0:
  shift Gamma -101.913 meV, quarter -0.2842 meV
cell expanded by 1.3 % (1000 K hotter): Gamma -21.9382 meV
cubic Madelung constant 2.8373; image energy for charge +1:
  electronic screening (3.0) 0.539 eV
  static screening (9.8) 0.165 eV
empty-host edge at quarter point lies 0.442 eV above true edge
success
```
